\section*{The logarithmic energy of a circulating polarization vortex}

\section{The cost of turning}

\textbf{Q.} In a polarization vortex the dipoles run around an axis, and away from the centre each has its preferred length. Every small region looks like a piece of uniformly polarized crystal. Where is the energy?

\textbf{A.} In the change of direction from one region to the next. Take a long cylinder with its axis along $z$, polar coordinates $(r,\phi)$ in the cross-section, and a polarization that lies in that plane and does not depend on $z$:
\begin{equation}
\mathbf P=P\,\hat{\boldsymbol\phi},\qquad \hat{\boldsymbol\phi}=(-\sin\phi,\cos\phi),\qquad a<r<R .
\end{equation}
Here $P$ is constant, $R$ is the cylinder radius, and $a$ cuts out a region near the axis that needs separate treatment. The gradient energy per volume is taken as
\begin{equation}
f_g=\frac g2\sum_{ij}(\partial_iP_j)^2 ,
\label{fg}
\end{equation}
with one stiffness $g>0$. The gradient operator is $\hat{\mathbf r}\,\partial_r+\hat{\boldsymbol\phi}\,r^{-1}\partial_\phi$. The field does not change along $r$, and $\partial_\phi\hat{\boldsymbol\phi}=-\hat{\mathbf r}$, so
\begin{equation}
\partial_iP_j=-\frac Pr\,\hat\phi_i\hat r_j,\qquad
\sum_{ij}(\partial_iP_j)^2=\frac{P^2}{r^2}\,|\hat{\boldsymbol\phi}|^2|\hat{\mathbf r}|^2=\frac{P^2}{r^2}.
\label{tensor}
\end{equation}
The direction makes one full turn along a circle of length $2\pi r$, so it turns at the rate $1/r$.

\textbf{Q.} That density falls off with distance. Why does the total not settle to a finite value in a wide cylinder?

\textbf{A.} Because the circumference grows as fast as one of the two powers of $r$ falls. Per length of cylinder,
\begin{equation}
W=\int_a^R\frac g2\,\frac{P^2}{r^2}\,2\pi r\,dr=\pi gP^2\int_a^R\frac{dr}{r}=\pi gP^2\ln\frac Ra .
\label{log}
\end{equation}
The factor $\tfrac12$ in \eqref{fg} cancels the 2 of $2\pi$. If the gradient energy is written as $g\sum(\partial_iP_j)^2$, the same calculation gives $2\pi gP^2\ln(R/a)$, so a value of $g$ must be used with the convention it belongs to.

Each doubling of the radius adds the same energy, $\pi gP^2\ln2$. The integral diverges for $R\to\infty$ and also for $a\to0$. The first divergence is a property of the vortex; the second shows that a polarization kept in the plane cannot have constant magnitude down to the axis.

\textbf{Q.} An isotropic medium allows more than one quadratic gradient term. Have you chosen a convenient one?

\textbf{A.} The choice affects which stiffness appears, but not the logarithm. For planar fields, consider
\begin{equation}
f=\frac{k_d}{2}(\nabla\!\cdot\!\mathbf P)^2+\frac{k_c}{2}|\nabla\times\mathbf P|^2+\frac{k_s}{2}\sum_{ij}\partial_iP_j\,\partial_jP_i .
\end{equation}
From \eqref{tensor}, the divergence is the trace $-(P/r)\,\hat{\boldsymbol\phi}\cdot\hat{\mathbf r}=0$. The third invariant is $(P^2/r^2)(\hat{\boldsymbol\phi}\cdot\hat{\mathbf r})^2=0$. The curl has the $z$ component $-(P/r)(\hat{\boldsymbol\phi}\times\hat{\mathbf r})_z=P/r$. Outside the core, then, $W=\pi k_cP^2\ln(R/a)$: the stiffness against curl takes the place of $g$. I continue with \eqref{fg}.

\section{Why this arrangement}

\textbf{Q.} You computed the energy of one pattern. Perhaps the dipoles can share the turning more cleverly and avoid the logarithm.

\textbf{A.} Not at fixed magnitude in the plane, if the direction makes one turn around a centred annulus. Let $\theta$ be the angle of $\mathbf P$ from the $x$ axis, so that $\mathbf P=P(\cos\theta,\sin\theta)$ and $f_g=(g/2)P^2|\nabla\theta|^2$. Any such pattern can be written as
\begin{equation}
\theta=\phi+c+\chi(r,\phi),
\end{equation}
with $c$ constant and $\chi$ single-valued. Since $\nabla\phi=\hat{\boldsymbol\phi}/r$,
\begin{equation}
|\nabla\theta|^2=\frac1{r^2}+\frac2{r^2}\,\partial_\phi\chi+|\nabla\chi|^2 .
\end{equation}
The middle term integrates to zero on every circle, because $\chi$ returns to its starting value. What remains is
\begin{equation}
W=\pi gP^2\ln\frac Ra+\frac{gP^2}{2}\int|\nabla\chi|^2\,d^2r ,
\label{min}
\end{equation}
and the second term cannot be negative. This proof belongs to the single stiffness of \eqref{fg}, which is the case $k_c=k_s=g$, $k_d=0$. At fixed magnitude in the plane the third invariant equals $(\nabla\cdot\mathbf P)^2$, so spokes cost $k_d+k_s$ where circulation costs $k_c$. If $k_c$ is well above $k_d+k_s$, a spiral lowers the gradient energy in a wide annulus, and it is then the bound charge discussed below that opposes it.

This does not show that the vortex stays in the middle of the cylinder. Moving its centre changes the region being compared, and the argument is silent about that.

\textbf{Q.} The constant $c$ has dropped out. With $c=0$ the dipoles point outward like spokes. Why should they circulate?

\textbf{A.} The gradient energy \eqref{fg} has no preference. Electrostatics decides. In atomic units the bound charge density is $-\nabla\cdot\mathbf P$, and a surface with outward normal $\mathbf n$ carries $\mathbf P\cdot\mathbf n$. The circulating field has zero divergence and is tangential at the rim, so it has neither charge.

For spokes $P\hat{\mathbf r}$, taken with constant magnitude down to the axis, the divergence is $r^{-1}\partial_r(rP)=P/r$. The charge per length inside radius $r$ is $-\int_0^r(P/r')\,2\pi r'\,dr'=-2\pi Pr$. Gauss's law gives
\begin{equation}
2\pi r\,E_r=4\pi(-2\pi Pr)\quad\Rightarrow\quad E_r=-4\pi P .
\end{equation}
The rim charge $+2\pi RP$ cancels the total, so there is no field outside. The electrostatic energy per length is
\begin{equation}
W_{\rm el}=\frac{E_r^2}{8\pi}\,\pi R^2=2\pi^2P^2R^2 .
\label{wel}
\end{equation}
It grows with the area, whereas the gradient energy grows with a logarithm. This estimate assumes no free charge and no screening by other polarizable degrees of freedom.

\section{What the core radius means}

\textbf{Q.} You still have the length $a$, put in by hand. With a free choice of $a$, I can make the energy anything I like.

\textbf{A.} Correct, and \eqref{log} alone cannot settle it. One needs the cost of changing the magnitude. Let the magnitude be $p(r)$ and add the Landau energy
\begin{equation}
f_L=\frac\beta4(p^2-P^2)^2=-\frac\alpha2p^2+\frac\beta4p^4+\frac\beta4P^4,\qquad \alpha=\beta P^2 .
\end{equation}
It vanishes at the preferred magnitude $P$. For $\mathbf P=p(r)\hat{\boldsymbol\phi}$ the gradient tensor gains a part $p'\,\hat r_i\hat\phi_j$. Its product with the turning part, summed over $i$ and $j$, vanishes since $\hat{\mathbf r}\cdot\hat{\boldsymbol\phi}=0$. Hence
\begin{equation}
W=2\pi\int_0^R\left[\frac g2\left(p'^2+\frac{p^2}{r^2}\right)+\frac\beta4(p^2-P^2)^2\right]r\,dr .
\end{equation}
Set $p=Pu$, $r=\xi s$, $S=R/\xi$ and $\xi^2=g/\alpha$. The gradient part acquires the prefactor $\pi gP^2$, as $\xi$ cancels. The Landau part acquires $2\pi(\beta/4)P^4\xi^2=(\pi/2)\alpha P^2\xi^2=(\pi/2)gP^2$. Therefore
\begin{equation}
W=\pi gP^2\int_0^S\left[u'^2+\frac{u^2}{s^2}+\frac12(1-u^2)^2\right]s\,ds ,
\label{core}
\end{equation}
where the prime now means $d/ds$. Making \eqref{core} stationary requires $(2su')'=2u/s-2su(1-u^2)$, or
\begin{equation}
u''+\frac{u'}s-\frac u{s^2}+u-u^3=0 .
\label{ode}
\end{equation}
At a free rim the boundary term of the variation, $2Su'\delta u$, must vanish for any $\delta u$, so $u'(S)=0$. Near the axis the first three terms dominate; they allow $u\propto s$ and $u\propto1/s$, and finite energy selects the first. The polarization goes to zero linearly at the centre.

\textbf{Q.} Does the logarithm survive now that the magnitude is free?

\textbf{A.} Yes, because the magnitude recovers quickly. Put $u=1-\delta$ with small $\delta$ at large $s$. Then $u-u^3\approx2\delta$, and \eqref{ode} gives $2\delta\approx1/s^2$; the derivative terms are of order $s^{-4}$. So $u\approx1-1/(2s^2)$ and $u^2\approx1-1/s^2$. The bracket in \eqref{core} becomes
\begin{equation}
\frac1{s^2}-\frac1{s^4}+\frac1{2s^4}+O(s^{-6})=\frac1{s^2}-\frac1{2s^4}+O(s^{-6}).
\end{equation}
Times $s$, the first term integrates to $\ln S$. The rest converges and leaves a number $C$ for $S\to\infty$. Stopping at finite $S$ omits the tail $-\int_S^\infty ds/(2s^3)=-1/(4S^2)$, and omitting a negative piece raises the result:
\begin{equation}
\frac{W}{\pi gP^2}=\ln S+C+\frac1{4S^2}+\dots
\label{asym}
\end{equation}
The condition $u'(S)=0$ alters the profile near the rim by an amount of order $S^{-3}$. The energy change is of order $Su'\delta u\sim S^{-5}$, beyond the term kept. Now define
\begin{equation}
r_c=\xi e^{-C}\quad\Rightarrow\quad W=\pi gP^2\left[\ln\frac R{r_c}+O\!\left(\frac{\xi^2}{R^2}\right)\right].
\label{main}
\end{equation}
The core radius is no longer free. Solving \eqref{ode} numerically gives $W/(\pi gP^2)-\ln S=0.38335$, $0.38151$ and $0.38104$ at $S=10$, 20 and 40. The successive drops, $0.00184$ and $0.00047$, agree with the $1/(4S^2)$ law, which gives $0.00188$ and $0.00047$. The limit is $C=0.381$, so $r_c=0.683\,\xi$.

\textbf{Q.} Is $r_c$ then the radius of the hole in the polarization?

\textbf{A.} No. It is an energy-equivalent radius: a vortex of full magnitude, cut off sharply at $r_c$, would have the same energy as the real one. The profile has no sharp edge. It reaches $0.52P$ at $r=\xi$, $0.80P$ at $2\xi$ and $0.98P$ at $5\xi$.

\textbf{Q.} Could the Landau energy also contain a hidden logarithm?

\textbf{A.} Its value can be found without solving for the profile. Multiply \eqref{ode} by $s^2u'$ and collect derivatives:
\begin{align}
s^2u'u''+su'^2&=\tfrac12(s^2u'^2)',\qquad -uu'=-\tfrac12(u^2)',\\
s^2(u-u^3)u'&=-s^2\left[\tfrac14(1-u^2)^2\right]' .
\end{align}
Integrate from 0 to $S$, the last term by parts, and use $u(0)=0$ and $u'(S)=0$. With $u_S=u(S)$,
\begin{equation}
-\frac{u_S^2}2-\frac{S^2}4(1-u_S^2)^2+\frac12\int_0^S(1-u^2)^2s\,ds=0,
\end{equation}
and so
\begin{equation}
\int_0^S(1-u^2)^2s\,ds=u_S^2+\frac{S^2}2(1-u_S^2)^2\;\longrightarrow\;1 .
\label{virial}
\end{equation}
The limit follows from $1-u_S^2\approx1/S^2$. By \eqref{core} the Landau part tends to $\pi gP^2/2$ and stops growing. The part from $u'^2$ also converges, since $u'^2\sim s^{-6}$. The logarithm comes from turning alone.

\section{Numbers for one cylinder}

\textbf{Q.} Show me sizes, and tell me what the approximation loses.

\textbf{A.} Take round model parameters, not those of a particular material: $P=0.03\ e/\text{\AA}^2$, $g=20$ eV\,\AA$^3/e^2$, $\alpha=0.2$ eV\,\AA$/e^2$ and $R=200$ \AA. The gradient and Landau formulas contain no unit-dependent constants, so these values go in directly:
\begin{align}
\xi&=\sqrt{20/0.2}=10\ \text{\AA},\qquad r_c=0.6833\times10=6.83\ \text{\AA},\\
\pi gP^2&=\pi\times20\times(0.03)^2=0.05655\ \text{eV/\AA},\\
W&=0.05655\times\ln(200/6.833)=0.05655\times3.3766=0.1909\ \text{eV/\AA}.
\end{align}
In atomic units this is $0.00371$ hartree/bohr. The full numerical energy from \eqref{core} is larger by a fraction $1.9\times10^{-4}$ of the logarithmic value. That is the first omitted term: $1/(4\times20^2)=0.000625$, divided by $3.377$.

The full energy divides into $0.1470$ eV/\AA\ for turning, $0.0158$ for the change of magnitude and $0.0282$ for the Landau part. The last is close to half of $\pi gP^2$, as \eqref{virial} requires.

A sharp cutoff at $a=\xi$ instead of $r_c$ gives $0.05655\times2.996=0.1694$ eV/\AA, about 11\% below the full energy. The shortfall is $C\pi gP^2$; it does not grow with $R$, so its relative weight falls slowly as the cylinder widens.

\textbf{Q.} And the claims about equal annuli and about distortions?

\textbf{A.} Numerical integration of \eqref{fg} gives $0.0392$ eV/\AA\ between 10 and 20 \AA, and the same between 100 and 200 \AA. For a distortion take $\chi=0.4\,(r/R)\sin2\phi$ with $a=\xi$. Then $|\nabla\chi|^2=(0.16/R^2)(\sin^22\phi+4\cos^22\phi)$. The angular integral of the bracket is $5\pi$, the radial one is $(R^2-a^2)/2$, and \eqref{min} predicts an excess
\begin{equation}
\frac{gP^2}2\,(0.16)\,\frac{5\pi}2\left(1-\frac{a^2}{R^2}\right)=0.2\times0.9975\,\pi gP^2=0.0113\ \text{eV/\AA}.
\end{equation}
Direct integration gives $0.1807$ against $0.1694$ eV/\AA, the same difference.

\textbf{Q.} How badly do the spokes fare here?

\textbf{A.} Equation \eqref{wel}, with the Coulomb constant restored, gives about $1.0\times10^4$ eV/\AA. Such a state would not keep its polarization. Removing the polarization altogether costs $(\beta/4)P^4=\alpha P^2/4$ per volume, or $\pi R^2\alpha P^2/4\approx5.7$ eV/\AA. That is far below the cost of the spokes and far above the $0.19$ eV/\AA\ of the vortex.

\section{Leaving the plane}

\textbf{Q.} You have kept $\mathbf P$ in the plane throughout. What if it may also point along the axis?

\textbf{A.} Then, if the medium is isotropic in all three directions, the logarithm can be avoided. Keep the magnitude at $P$ everywhere and tilt the dipoles towards $z$ near the axis:
\begin{equation}
\mathbf P=P\,(\sin\Theta\,\hat{\boldsymbol\phi}+\cos\Theta\,\hat{\mathbf z}),\qquad \Theta(0)=0,\quad\Theta(R)=\frac\pi2 .
\end{equation}
The tilt contributes $\Theta'^2$ and the turning $\sin^2\Theta/r^2$. Completing the square,
\begin{align}
W&=\pi gP^2\int_0^R\left(\Theta'^2+\frac{\sin^2\Theta}{r^2}\right)r\,dr\nonumber\\
&=\pi gP^2\left[\int_0^R\left(\Theta'-\frac{\sin\Theta}r\right)^2r\,dr+2\int_0^R\sin\Theta\,\Theta'\,dr\right].
\end{align}
The last integral is $\cos\Theta(0)-\cos\Theta(R)=1$. The square vanishes for $\tan(\Theta/2)=r/R$, which satisfies both end conditions, and then $W=2\pi gP^2$ whatever the value of $R$. The condition at the rim is an assumption: the surface must hold the dipoles tangential there. With a free rim they would all turn towards the axis, and this energy would fall to zero. The centre is filled with axial polarization, so no hole is needed. The sides and the bulk carry no bound charge; the distant ends do, and their energy is left out.

In the example this costs $0.1131$ eV/\AA, less than the planar vortex. By \eqref{main} the two are equal when $\ln(R/r_c)=2$, at $R=e^2r_c\approx50$ \AA. This compares two given patterns and is not a limit of stability: a core that tilts and also changes its magnitude can win in a narrower cylinder. The planar result therefore needs something that holds $\mathbf P$ in the plane.

\textbf{Q.} Must that something be infinitely strong?

\textbf{A.} No. Add an energy $\tfrac K2P_z^2$ with $K>0$. Let the tilted texture fill a radius $b<R$, with a planar vortex outside it. With $v=r^2/b^2$, the tilted part has $\cos\Theta=(1-v)/(1+v)$, and the added energy is
\begin{equation}
\frac K2P^2\,\pi b^2\int_0^1\left(\frac{1-v}{1+v}\right)^2dv=\frac\pi2\,\kappa KP^2b^2,\qquad \kappa=3-4\ln2\approx0.227 .
\end{equation}
The integral follows from $(1-v)/(1+v)=2/(1+v)-1$. The total for this trial texture is
\begin{equation}
W(b)=\pi gP^2\left(2+\ln\frac Rb\right)+\frac\pi2\,\kappa KP^2b^2 .
\end{equation}
Setting $dW/db=0$ gives $b^2=g/(\kappa K)$. The last term then equals $\pi gP^2/2$, and $W=\pi gP^2[\ln(R/b)+\tfrac52]$. Once $R$ is well above $b$, the logarithm is back with the same coefficient. The core is now tilted, with an equivalent radius $b\,e^{-5/2}$ in this trial. It beats the hollow planar core when $b\,e^{-5/2}>r_c$, that is, for $K$ below about $0.06\,\alpha$. This condition is sufficient, not necessary: a core whose magnitude also varies can tilt at larger $K$. In a wide cylinder the hollow planar core is unstable to a small $P_z$ up to $K\approx0.25\,\alpha$.

\textbf{Q.} Where else should I distrust the formula?

\textbf{A.} When $R$ is only about $2\xi$, the expansion \eqref{asym} fails, and the energy must be taken from \eqref{core}. Slightly below that the planar vortex ceases to exist. For small $u$, \eqref{ode} has the solution $u\propto J_1(s)$, whose slope first vanishes at $s=1.84$; for $R<1.84\,\xi$ the minimum of \eqref{core} is $u=0$. When $\xi$ approaches the lattice spacing, the continuum description of the core fails. The logarithm from larger radii remains, but $r_c$ must then come from an atomistic calculation. Crystal anisotropy within the plane and coupling to strain are also absent, and in a real ferroelectric either can outweigh the logarithm. If the crystal has a few easy directions in the plane, the turning in a wide cylinder gathers into domain walls between the core and the rim, and their energy grows as $R$.

Strain matters even when the turning is even. Suppose the polarized material prefers a strain $\epsilon_\parallel$ along $\mathbf P$ and $\epsilon_\perp$ across it. Around the vortex this asks for a radial displacement $u_r$ with $u_r/r=\epsilon_\parallel$ and $du_r/dr=\epsilon_\perp$, which is impossible at all radii unless the two strains are equal. The resulting elastic energy grows as $R^2$. For an isotropic cylinder with Young's modulus 1 eV/\AA$^3$, Poisson's ratio $1/4$ and a strain difference of 1\%, it is about 1.7 eV/\AA\ at $R=200$ \AA, well above the $0.19$ eV/\AA\ found here. The logarithm is therefore the cost of turning alone, and it is the leading energy only where these other terms are small.

\section*{Computed values}
\begin{verbatim}
polarization P                        0.030 e/A^2
gradient coefficient g                20.0 eV A^3/e^2
Landau coefficient alpha              0.20 eV A/e^2
cylinder radius R                     200.0 A
core length xi                        10.000 A
pi g P^2                              0.056549 eV/A
ln(R/xi)                              2.99573
gradient energy, xi to R, quadrature  0.169405 eV/A
gradient energy, xi to 2 xi           0.039197 eV/A
gradient energy, R/2 to R             0.039197 eV/A
radial field, xi to R                 0.169405 eV/A
distorted texture, xi to R            0.180686 eV/A
radial field, electrostatic energy    10232.6 eV/A
ring sum / (2 pi^2), should be near 1 0.99971
profile p/P at r/xi =  0.5            0.28282
profile p/P at r/xi =  1.0            0.52005
profile p/P at r/xi =  2.0            0.80496
profile p/P at r/xi =  5.0            0.97662
profile p/P at r/xi = 10.0            0.99487
W/(pi g P^2) - ln S at S = 10.0       0.383347
W/(pi g P^2) - ln S at S = 20.0       0.381505
W/(pi g P^2) - ln S at S = 40.0       0.381038
limit C                               0.38088
r_c/xi                                0.68326
effective core radius r_c             6.8326 A
ln(R/r_c)                             3.37661
turning part of W, S = 20             0.146957 eV/A
stretching part of W, S = 20          0.015782 eV/A
Landau part of W, S = 20              0.028239 eV/A
integral (1-u^2)^2 s ds, S = 20       0.99876
full vortex energy, numerical         0.190978 eV/A
pi g P^2 ln(R/r_c)                    0.190943 eV/A
relative difference                   1.85e-04
pi g P^2 ln(R/r_c), converted         0.003713 hartree/bohr
escaped texture energy                0.113097 eV/A
crossover radius e^2 r_c              50.49 A
\end{verbatim}
